# Calibrating Neighbour-Dependent Kinetic Monte Carlo Etching from Two Normal Rates: a program that tests the result

```python
"""Neighbour-dependent kinetic Monte Carlo etching of a 2D crystal section.

Result under test: the top atom of a column is removed at rate k2, k1 or k0
when 2, 1 or 0 lateral neighbours are present. If k0 = 2*k1 - k2, the steady
column rate V (layers per second) at mean slope s obeys
    s*(k1 - V) = sqrt(V**2 - V0**2),   V0**2 = k2*k0,
so the flat rate V0 and one tilted rate V1 determine k1 and k2.
The normal rate is R = a*V*cos(theta), with s = tan(theta), a = layer height.
The same law predicts the slow floor that forms in an etched groove.
"""
from fractions import Fraction
import numpy as np
from scipy.constants import k as boltzmann, e as charge
from scipy.optimize import brentq


def calibrate(v_flat, v_tilt, slope):
    k1 = v_tilt + np.sqrt(v_tilt**2 - v_flat**2) / slope
    return k1, k1 - np.sqrt(k1**2 - v_flat**2)


def column_rate(s, k1, k2):
    flat_sq = k2 * (2 * k1 - k2)
    root = np.sqrt(s**2 * k1**2 + (1 - s**2) * flat_sq)
    return (flat_sq + s**2 * k1**2) / (s**2 * k1 + root)


def rate_derivative(s, k1, k2):
    v = column_rate(s, k1, k2)
    return s * (k1 - v)**2 / (v + s**2 * (k1 - v))


def slope_fugacity(s, k1, k2):
    v = column_rate(s, k1, k2)
    return (v + np.sqrt(max(v**2 - k2 * (2 * k1 - k2), 0.0))) / 2


def evolve(slopes, rates, duration, rng):
    """Null-event Monte Carlo; rates[replica, number of missing neighbours].

    slopes[replica, i] = height[i+1] - height[i], changed in place.
    Returns the number of atoms removed from each column.
    """
    replicas, width = slopes.shape
    flat = slopes.reshape(-1)
    removed = np.zeros(replicas * width, dtype=np.int64)
    top_rate = rates.max()
    accept = (rates / top_rate).reshape(-1)
    row = 3 * np.arange(replicas)
    base = width * np.arange(replicas)
    trials = int(round(duration * width * top_rate))
    for start in range(0, trials, 400):
        n = min(400, trials - start)
        site = rng.integers(width, size=(n, replicas))
        right = site + base
        left = (site - 1) % width + base
        draws = rng.random((n, replicas))
        for l, r, d in zip(left, right, draws):
            missing = (flat[l] > 0).astype(np.int64) + (flat[r] < 0)
            hit = d < accept[row + missing]
            flat[l] -= hit
            flat[r] += hit
            removed[r] += hit
    return removed.reshape(replicas, width)


rng = np.random.default_rng(20)

# ---- Inputs and calibration -------------------------------------------
a = 3.0
R_flat, R_45 = 6.0, 11.0
temperature, prefactor = 350.0, 1.0e13
V0 = R_flat / a
V1 = R_45 / (a * np.cos(np.pi / 4))
k1, k2 = calibrate(V0, V1, 1.0)
k0 = 2 * k1 - k2
assert 0 < k2 < k1 < k0

# ---- Exact stationarity, from neighbour counts on integer heights ------


def imbalance(heights, tilt, q0, q1, q2):
    """Probability gain minus loss, divided by the weight of the state."""
    n = len(heights)
    alpha, beta = q1 - q2 / 2, q2 / 2

    def rate(h, i):
        left = h[i - 1] - (tilt if i == 0 else 0)
        right = h[(i + 1) % n] + (tilt if i == n - 1 else 0)
        return (q0, q1, q2)[int(left >= h[i]) + int(right >= h[i])]

    def weight(h):
        w = Fraction(1)
        for i in range(n):
            u = h[(i + 1) % n] + (tilt if i == n - 1 else 0) - h[i]
            w *= (alpha if u >= 0 else beta)**(-u)
        return w

    total = Fraction(0)
    for i in range(n):
        before = list(heights)
        before[i] += 1
        total += rate(before, i) * weight(before) / weight(heights)
        total -= rate(heights, i)
    return total


q1, q2 = Fraction(1), Fraction(1, 50)
states = [([int(v) for v in rng.integers(-3, 4, 6)], int(rng.integers(-3, 4)))
          for _ in range(200)]
worst_on_line = max(abs(imbalance(h, t, 2 * q1 - q2, q1, q2))
                    for h, t in states)
worst_off_line = max(abs(imbalance(h, t, 4 * q1, q1, q2)) for h, t in states)
assert worst_on_line == 0
assert worst_off_line > 0

# ---- Rate law against explicit sums over neighbouring slopes ----------
n = np.arange(-250, 251)
alpha, beta = k1 - k2 / 2, k2 / 2
rate_table = np.array([k2, k1, k0])
sum_error = 0.0
for s in (0.0, 0.25, 0.5, 1.0):
    z = slope_fugacity(s, k1, k2)
    mu = np.exp(n * np.log(z / np.where(n >= 0, alpha, beta)))
    mu /= mu.sum()
    missing = (n[:, None] > 0).astype(int) + (n[None, :] < 0)
    v_sum = mu @ rate_table[missing] @ mu
    sum_error = max(sum_error, abs(mu @ n - s),
                    abs(v_sum / column_rate(s, k1, k2) - 1))
assert sum_error < 1e-7

# ---- Derivative of the rate law and sensitivity of the calibration ----
for s in (0.1, 0.4, 0.9):
    fd = (column_rate(s + 1e-5, k1, k2) - column_rate(s - 1e-5, k1, k2)) / 2e-5
    assert abs(fd / rate_derivative(s, k1, k2) - 1) < 1e-6
D = np.sqrt(V1**2 - V0**2)
k1_to_tilt = (V1 + V1**2 / D) / k1
k1_to_flat = -V0**2 / (D * k1)
k2_to_tilt = -k1 * k1_to_tilt / (k1 - k2)
k2_to_flat = (V0**2 - k1 * k2 * k1_to_flat) / (k2 * (k1 - k2))
d = 1e-5
fd_tilt = (np.log(calibrate(V0, V1 * np.exp(d), 1.0))
           - np.log(calibrate(V0, V1 * np.exp(-d), 1.0))) / (2 * d)
fd_flat = (np.log(calibrate(V0 * np.exp(d), V1, 1.0))
           - np.log(calibrate(V0 * np.exp(-d), V1, 1.0))) / (2 * d)
assert np.allclose(fd_tilt, [k1_to_tilt, k2_to_tilt], atol=1e-6)
assert np.allclose(fd_flat, [k1_to_flat, k2_to_flat], atol=1e-6)

# ---- Barriers and apparent activation energies ------------------------
kT = boltzmann * temperature / charge
E1, E2 = kT * np.log(prefactor / k1), kT * np.log(prefactor / k2)
E_flat = (E2 + (2 * k1 * E1 - k2 * E2) / k0) / 2
E_45 = (k1 / 2 * E1 + V0**2 / (2 * k1) * (2 * E_flat - E1)) / V1


def log_rate(inverse_energy, s):
    hot1 = prefactor * np.exp(-E1 * inverse_energy)
    hot2 = prefactor * np.exp(-E2 * inverse_energy)
    return np.log(column_rate(s, hot1, hot2))


for s, energy in ((0.0, E_flat), (1.0, E_45)):
    step = 1e-4 / kT
    fd = -(log_rate(1 / kT + step, s) - log_rate(1 / kT - step, s)) / (2 * step)
    assert abs(fd - energy) < 1e-6

# ---- Monte Carlo normal rates, on and off the line k0 = 2*k1 - k2 -----
width, copies = 64, 300
cases = [(0.0, k0), (0.25, k0), (0.5, k0), (1.0, k0),
         (0.0, 4 * k1), (0.5, 4 * k1), (1.0, 4 * k1)]
blocks, tables = [], []
for s, isolated in cases:
    z = slope_fugacity(s, k1, k2)
    up = rng.geometric(1 - z / alpha, (copies, width))
    down = rng.geometric(1 - beta / z, (copies, width))
    blocks.append(up - down)
    tables.append(np.tile([k2, k1, isolated], (copies, 1)))
slopes = np.ascontiguousarray(np.vstack(blocks), dtype=np.int64)
tables = np.vstack(tables)
evolve(slopes, tables, 2.0, rng)
count_time = 5.0
removed = evolve(slopes, tables, count_time, rng)
per_copy = (removed.sum(axis=1) / (width * count_time)).reshape(-1, copies)
mc = per_copy.mean(axis=1)
sem = per_copy.std(axis=1, ddof=1) / np.sqrt(copies)
for j in range(4):
    # Five standard errors of the mean over independent replicas.
    assert abs(mc[j] - column_rate(cases[j][0], k1, k2)) < 5 * sem[j]
    assert sem[j] / mc[j] < 0.02

elasticity = np.log(mc[4] / V0) / np.log(4 * k1 / k0)
assert 0 < elasticity < 0.15
k1_wrong, k2_wrong = calibrate(mc[4], mc[6], 1.0)
half_wrong = column_rate(0.5, k1_wrong, k2_wrong)
wrong_error = half_wrong / mc[5] - 1
assert abs(wrong_error) < 0.06

# ---- Groove with 45-degree walls: floor, edges and ridge --------------


def tangent_gap(s):
    return (rate_derivative(s, k1, k2) * (1 - s)
            - (V1 - column_rate(s, k1, k2)))


s_star = brentq(tangent_gap, 0.0, 0.5)
sigma = rate_derivative(s_star, k1, k2)
# The maximizing slope must jump from s_star to the wall slope at sigma.
p = np.linspace(-1, 1, 20001)
v_p = column_rate(p, k1, k2)
inside = p[np.argmax(p * sigma * 0.999 - v_p)]
outside = p[np.argmax(p * sigma * 1.001 - v_p)]
assert abs(inside - s_star) < 0.01 and outside > 0.999

groove_width, groove_copies, half_time = 200, 240, 10.0
mid = groove_width // 2
groove = np.ones((groove_copies, groove_width), dtype=np.int64)
groove[:, :mid] = -1
groove_rates = np.tile([k2, k1, k0], (groove_copies, 1))


def edge_position(state):
    mean = state.mean(axis=0)
    outward = (mean[mid:] - mean[:mid][::-1]) / 2
    smooth = np.convolve(outward, np.ones(9) / 9, mode="valid")
    level = (1 + s_star) / 2
    j = int(np.argmax(smooth >= level))
    assert j > 0
    part = (level - smooth[j - 1]) / (smooth[j] - smooth[j - 1])
    return j - 1 + part + 4.5


evolve(groove, groove_rates, half_time, rng)
edge_early = edge_position(groove)
late = evolve(groove, groove_rates, half_time, rng).mean(axis=0)
edge_late = edge_position(groove)
floor_rate = late[mid - 5:mid + 6].mean() / half_time
ridge_rate = late[0] / half_time
edge_speed = (edge_late - edge_early) / half_time
# Fluctuations of a growing interface shift these finite-time speeds by
# relative amounts that vanish only slowly, roughly as time**(-2/3).
assert abs(floor_rate / V0 - 1) < 0.12
assert abs(edge_speed / sigma - 1) < 0.15
assert abs(ridge_rate / V1 - 1) < 0.06

# ---- Printed numbers --------------------------------------------------
print(f"layer height a = {a:.1f} angstrom")
print(f"input flat normal rate = {R_flat:.1f} angstrom/s")
print(f"input 45-degree normal rate = {R_45:.1f} angstrom/s")
print(f"temperature = {temperature:.0f} K, kT = {kT:.5f} eV")
print(f"assumed prefactor = {prefactor:.1e} 1/s")
print(f"column rates: V0 = {V0:.4f}, V1 = {V1:.4f} 1/s")
print(f"sqrt(V1^2-V0^2) = {D:.4f} 1/s")
print(f"calibrated k1 = {k1:.4f} 1/s")
print(f"calibrated k2 = {k2:.4f} 1/s")
print(f"implied k0 = {k0:.4f} 1/s")
print(f"ratio k2/k1 = {k2 / k1:.5f}")
print(f"dln k1/dln V1 = {k1_to_tilt:.3f}, dln k1/dln V0 = {k1_to_flat:.3f}")
print(f"dln k2/dln V1 = {k2_to_tilt:.3f}, dln k2/dln V0 = {k2_to_flat:.3f}")
print(f"barriers E1 = {E1:.4f}, E2 = {E2:.4f} eV")
print(f"barrier difference E2-E1 = {E2 - E1:.4f} eV")
print(f"activation energy: flat {E_flat:.4f}, 45 deg {E_45:.4f} eV")
print(f"stationarity imbalance, k0=2k1-k2: {float(worst_on_line):.1f} (k1=1)")
print(f"same weights, k0=4k1: largest {float(worst_off_line):.3f} (k1=1)")
print(f"largest error of explicit slope sums = {sum_error:.1e}")
print(f"Monte Carlo: {copies} replicas, {width} columns, {count_time:.0f} s")
for j in range(4):
    s = cases[j][0]
    factor = a / np.sqrt(1 + s**2)
    print(f"slope {s:.2f} ({np.degrees(np.arctan(s)):.2f} deg): R law "
          f"{factor * column_rate(s, k1, k2):.3f}, MC {factor * mc[j]:.3f} "
          f"+- {factor * sem[j]:.3f} angstrom/s")
print(f"k0=4k1: MC V(0) = {mc[4]:.4f} +- {sem[4]:.4f} 1/s")
print(f"k0=4k1: MC V(1/2) = {mc[5]:.4f} +- {sem[5]:.4f} 1/s")
print(f"k0=4k1: MC V(1) = {mc[6]:.4f} +- {sem[6]:.4f} 1/s")
print(f"sensitivity dln V(0)/dln k0 (finite change) = {elasticity:.3f}")
print(f"wrong-k0 calibration: k1 = {k1_wrong:.3f}, k2 = {k2_wrong:.4f} 1/s")
print(f"its V(1/2) = {half_wrong:.4f} 1/s, error {100 * wrong_error:.2f} %")
print(f"groove: {groove_copies} replicas, {groove_width} columns, "
      f"counted from {half_time:.0f} to {2 * half_time:.0f} s")
print(f"floor limiting slope s* = {s_star:.4f} "
      f"({np.degrees(np.arctan(s_star)):.2f} deg)")
print(f"floor sinking: law {a * V0:.3f}, MC {a * floor_rate:.3f} angstrom/s")
print(f"edge speed: law {a * sigma:.3f}, MC {a * edge_speed:.3f} angstrom/s")
print(f"ridge sinking: law {a * V1:.3f}, MC {a * ridge_rate:.3f} angstrom/s")
print(f"MC floor half-width: {a * edge_early:.1f} angstrom at "
      f"{half_time:.0f} s, {a * edge_late:.1f} at {2 * half_time:.0f} s")
print("success")
```

It prints:

```
layer height a = 3.0 angstrom
input flat normal rate = 6.0 angstrom/s
input 45-degree normal rate = 11.0 angstrom/s
temperature = 350 K, kT = 0.03016 eV
assumed prefactor = 1.0e+13 1/s
column rates: V0 = 2.0000, V1 = 5.1854 1/s
sqrt(V1^2-V0^2) = 4.7842 1/s
calibrated k1 = 9.9697 1/s
calibrated k2 = 0.2027 1/s
implied k0 = 19.7367 1/s
ratio k2/k1 = 0.02033
dln k1/dln V1 = 1.084, dln k1/dln V0 = -0.084
dln k2/dln V1 = -1.106, dln k2/dln V0 = 2.106
barriers E1 = 0.8335, E2 = 0.9510 eV
barrier difference E2-E1 = 0.1175 eV
activation energy: flat 0.8916, 45 deg 0.8380 eV
stationarity imbalance, k0=2k1-k2: 0.0 (k1=1)
same weights, k0=4k1: largest 5.999 (k1=1)
largest error of explicit slope sums = 2.6e-09
Monte Carlo: 300 replicas, 64 columns, 5 s
slope 0.00 (0.00 deg): R law 6.000, MC 5.997 +- 0.038 angstrom/s
slope 0.25 (14.04 deg): R law 7.864, MC 7.919 +- 0.064 angstrom/s
slope 0.50 (26.57 deg): R law 9.963, MC 9.983 +- 0.069 angstrom/s
slope 1.00 (45.00 deg): R law 11.000, MC 11.027 +- 0.055 angstrom/s
k0=4k1: MC V(0) = 2.0288 +- 0.0109 1/s
k0=4k1: MC V(1/2) = 3.7128 +- 0.0261 1/s
k0=4k1: MC V(1) = 5.1791 +- 0.0251 1/s
sensitivity dln V(0)/dln k0 (finite change) = 0.020
wrong-k0 calibration: k1 = 9.944, k2 = 0.2092 1/s
its V(1/2) = 3.7165 1/s, error 0.10 %
groove: 240 replicas, 200 columns, counted from 10 to 20 s
floor limiting slope s* = 0.1374 (7.82 deg)
floor sinking: law 6.000, MC 5.676 angstrom/s
edge speed: law 10.164, MC 10.968 angstrom/s
ridge sinking: law 15.556, MC 15.901 angstrom/s
MC floor half-width: 122.2 angstrom at 10 s, 231.9 at 20 s
success
```
